# Debugging a numerical check: The hydrogen Bethe logarithm from five sum rules and a pole

```python
"""Bethe logarithm of hydrogen 1s from interpolated oscillator-strength sums.

S(k) = sum f E^k over all dipole excitations, E in rydberg (Ry).
ln k0 = S'(2)/S(2).  g(k) = (5/2-k) S(k) removes the pole at k = 5/2.
Result under test: the quartic through g(-2..2) gives ln k0 = 4025/1536,
a lower bound up to a small bound-state allowance; adding the tail constant
g(5/2) = R = 64/(3 pi) gives an upper bound.
kappa = sqrt(E-1) is the photoelectron momentum in atomic units.
"""
import numpy as np
import sympy as sp
import mpmath as mp


def density(kappa):
    """Continuum oscillator strength df/dE per rydberg."""
    energy = 1 + kappa**2
    return (128 / 3 * energy**-4.0 * np.exp(-4 * np.arctan(kappa) / kappa)
            / (-np.expm1(-2 * np.pi / kappa)))


def slope_at_node(nodes, values, i):
    """Derivative at nodes[i] of the polynomial through all the points."""
    x, y = np.array(nodes, float), np.array(values, float)
    w = np.array([1 / np.prod(np.delete(x[j] - x, j)) for j in range(len(x))])
    return sum(w[j] / w[i] / (x[i] - x[j]) * (y[j] - y[i])
               for j in range(len(x)) if j != i)


# Spectral sums: bound levels with an asymptotic tail, and the continuum
n_max = 2000
n = np.arange(2, n_max + 1, dtype=float)
f_bound = np.exp(np.log(256 / 3) + 5 * np.log(n) + (2*n - 4) * np.log(n - 1)
                 - (2*n + 4) * np.log(n + 1))
e_bound = 1 - 1 / n**2
bound_tail = (128 / 3 * np.exp(-4)) / (n_max + 0.5)**2
step = 0.02
kap = np.exp(np.arange(-20, 45, step))
e_cont = 1 + kap**2
weight = density(kap) * 2 * kap**2 * step


def s_bound(k):
    return np.sum(f_bound * e_bound**k) + bound_tail


def s_cont(k):
    return np.sum(weight * e_cont**float(k))


ds_bound = np.sum(f_bound * e_bound**2 * np.log(e_bound))
ds_cont = np.sum(weight * e_cont**2 * np.log(e_cont))

ks = [2, 1, 0, -1, -2]
sums = [sp.Rational(16, 3), sp.Rational(4, 3), sp.Integer(1),
        sp.Integer(1), sp.Rational(9, 8)]
for k, s in zip(ks, sums):
    assert abs(s_bound(k) + s_cont(k) - float(s)) < 1e-8
reference = (ds_bound + ds_cont) / (s_bound(2) + s_cont(2))

# Continuum formula against direct dipole integrals with Coulomb functions
mp.mp.dps = 15
x_gauss, w_gauss = np.polynomial.legendre.leggauss(100)
radius, w_radius = 20 * (x_gauss + 1), 20 * w_gauss
for q in (0.5, 1.0, 3.0):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / q, q * r)))
                     for r in radius]) * np.sqrt(2 / (np.pi * q))
    dipole = np.sum(w_radius * 2 * radius**2 * np.exp(-radius) * wave)
    direct = 0.5 * (2 / 3) * (1 + q*q) / 2 * dipole**2
    assert abs(direct / density(q) - 1) < 1e-6

# Independent spectrum: p-wave Hamiltonian in the basis r^2 exp(-beta r)
mp.mp.dps = 30
beta = [mp.mpf('0.1') * mp.mpf('1.5')**j for j in range(39)]
size = len(beta)
overlap, ham, source = mp.matrix(size), mp.matrix(size), mp.matrix(size, 1)
norm = [mp.sqrt((2*b)**5 / 24) for b in beta]
for i, a in enumerate(beta):
    source[i] = norm[i] * 12 / (1 + a)**4
    for j, b in enumerate(beta):
        t = a + b
        c = norm[i] * norm[j]
        overlap[i, j] = c * 24 / t**5
        kinetic = (-4 / t**3 + 24 * a * b / t**5) / 2 + 2 / t**3
        ham[i, j] = c * (kinetic - 6 / t**4)
inv_l = mp.inverse(mp.cholesky(overlap))
levels, vectors = mp.eigsy(inv_l * ham * inv_l.T)
amplitude = vectors.T * (inv_l * source)
omega = np.array([float(levels[i]) + 0.5 for i in range(size)])
strength = np.array([float(amplitude[i])**2 for i in range(size)]) * 2/3 / omega
e_basis = 2 * omega
for k, s in zip(ks, sums):
    assert abs(np.sum(strength * e_basis**k) / float(s) - 1) < 5e-4
basis_log = (np.sum(strength * e_basis**2 * np.log(e_basis))
             / np.sum(strength * e_basis**2))
assert abs(basis_log - reference) < 1e-3

# High-energy tail: constant R, next term, and monotonic rise
R = 64 / (3 * np.pi)


def phi(q):
    return (1 + q*q)**3.5 * density(q)


assert abs(phi(1e6) / R - 1) < 1e-5
next_coefficient = (phi(1e4) / R - 1) * 1e4
assert abs(next_coefficient + np.pi) < 2e-3
assert np.all(np.diff(phi(np.geomspace(0.01, 1000, 2000))) > 0)

# Interpolation of g, exactly and numerically
x = sp.symbols('x')
g_exact = [(sp.Rational(5, 2) - k) * s for k, s in zip(ks, sums)]
quartic = sp.interpolate(list(zip(ks, g_exact)), x)
estimate_exact = 2 + sp.diff(quartic, x).subs(x, 2) / g_exact[0]
coefficients = [sp.Rational(49, 12), sp.Integer(-12), sp.Integer(15),
                sp.Rational(-28, 3), sp.Rational(9, 4)]
linear_form = sum(c * s for c, s in zip(coefficients, sums)) / sums[0]
assert sp.simplify(estimate_exact - linear_form) == 0
assert estimate_exact == sp.Rational(4025, 1536)
g = [float(v) for v in g_exact]
g2 = g[0]
partial = [2 + slope_at_node(ks[:m], g[:m], 0) / g2 for m in range(2, 6)]
quartic_estimate = partial[-1]
assert abs(quartic_estimate - float(estimate_exact)) < 1e-12
residue_guess = float(quartic.subs(x, sp.Rational(5, 2)))
ks6 = ks + [2.5]
upper = 2 + slope_at_node(ks6, g + [R], 0) / g2
assert abs(upper - quartic_estimate - 32/105 * (R - residue_guess)) < 1e-10

# Error signs of the continuum and bound parts, taken separately
a = np.log(4 / 3)
allowance = (16 / 9) * a**4 * (4.5 * a + 5) / (5 * g2)
gc = [(2.5 - k) * s_cont(k) for k in ks]
gb = [(2.5 - k) * s_bound(k) for k in ks]
slope_c = 0.5 * ds_cont - s_cont(2)
slope_b = 0.5 * ds_bound - s_bound(2)
err5_c = (slope_c - slope_at_node(ks, gc, 0)) / g2
err5_b = (slope_b - slope_at_node(ks, gb, 0)) / g2
err6_c = (slope_c - slope_at_node(ks6, gc + [R], 0)) / g2
err6_b = (slope_b - slope_at_node(ks6, gb + [0.0], 0)) / g2
assert err5_c > 0 and err6_c < 0
assert -allowance < err5_b < 0 and err6_b < 0
lower = quartic_estimate - allowance
assert lower < reference < upper
middle, half_width = (lower + upper) / 2, (upper - lower) / 2

# Last change as an error estimate, and slow convergence with more sums
last_change = partial[-1] - partial[-2]
true_error = reference - quartic_estimate
assert true_error > 3 * last_change
ks10 = list(range(2, -8, -1))
g10 = [(2.5 - k) * (s_bound(k) + s_cont(k)) for k in ks10]
ten_sums = 2 + slope_at_node(ks10, g10, 0) / g2
assert 0.4 < (reference - ten_sums) / true_error < 1

# Logarithmic variant
log_g = list(np.log(g))
log_five = 2 + slope_at_node(ks, log_g, 0)
log_six = 2 + slope_at_node(ks6, log_g + [np.log(R)], 0)
assert log_five < reference < log_six
log_middle, log_half = (log_five + log_six) / 2, (log_six - log_five) / 2

print("Energies in Ry; S(k) in Ry^k; ln k0 dimensionless, k0 in Ry")
for k, s, v in zip(ks, sums, g):
    print(f"k = {k:2d}: S = {s} = {float(s):.6f}, g = {v:.6f}")
print("coefficients of S(2)..S(-2):", ", ".join(map(str, coefficients)))
for m, value in zip(range(2, 6), partial):
    print(f"ln k0 from {m} sum rules and the pole: {value:.5f}")
print(f"five-sum estimate as a fraction: {estimate_exact}")
print(f"last change on adding a sum rule: {last_change:.5f}")
print(f"tail constant R (Ry^(5/2)): {R:.5f}")
print(f"quartic value at k = 5/2 (Ry^(5/2)): {residue_guess:.5f}")
print(f"next tail coefficient relative to R (Ry^(1/2)): {next_coefficient:.4f}")
print(f"bound-state allowance in ln k0: {allowance:.5f}")
print(f"lower bound on ln k0: {lower:.5f}")
print(f"upper bound on ln k0: {upper:.5f}")
print(f"midpoint and half-width: {middle:.4f} +- {half_width:.4f}")
print(f"five-sum error from continuum: {err5_c:.5f}")
print(f"five-sum error from bound states: {err5_b:.6f}")
print(f"six-datum error from continuum: {err6_c:.5f}")
print(f"six-datum error from bound states: {err6_b:.7f}")
print(f"log variant, five sums: {log_five:.5f}")
print(f"log variant, five sums and R: {log_six:.5f}")
print(f"log midpoint and half-spread: {log_middle:.4f} +- {log_half:.4f}")
print(f"reference ln k0, spectral sum: {reference:.8f}")
print(f"reference ln k0, basis diagonalization: {basis_log:.6f}")
print(f"true error of five-sum estimate: {true_error:.5f}")
print(f"true error of midpoint: {reference - middle:.5f}")
print(f"true error of log midpoint: {reference - log_middle:.5f}")
print(f"ln k0 from ten sums and the pole: {ten_sums:.5f}")
print(f"true error with ten sums: {reference - ten_sums:.5f}")
print(f"reference k0 (Ry): {np.exp(reference):.4f}")
print(f"k0 range from the bounds (Ry): {np.exp(lower):.2f} to {np.exp(upper):.2f}")
print("checks complete")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 96, in <module>
    assert abs(basis_log - reference) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed comparison points to the basis diagonalization: by analysis, not by a separate run, its functions r² exp(−βr) cannot reproduce the source function 2r exp(−r) close to the nucleus. A loss of about 1e-4 in S(2) passes the sum-rule test, but at the high energies where it sits it is multiplied by ln E of about 20, enough to break the 1e-3 test on ln k0. The function r exp(−r), which has finite energy in the p-wave channel, is now added to the basis, so the source is represented exactly; all tolerances and all other tests are unchanged. One check gets weaker: in this basis S(1) and S(2) now reduce to direct expectation values and no longer test its completeness, while S(0), S(−1), S(−2) and ln k0 still do, and all five sums are still tested separately with the bound and continuum strengths.

Diff:

```diff
@@ -70,18 +70,31 @@
     assert abs(direct / density(q) - 1) < 1e-6
 
-# Independent spectrum: p-wave Hamiltonian in the basis r^2 exp(-beta r)
+# Independent spectrum: p-wave Hamiltonian in the basis r^2 exp(-beta r),
+# plus r exp(-r), so that the velocity source 2 r exp(-r) is in the basis.
+# That function has finite kinetic and centrifugal energy, as is required.
 mp.mp.dps = 30
-beta = [mp.mpf('0.1') * mp.mpf('1.5')**j for j in range(39)]
-size = len(beta)
+basis = [(1, mp.mpf(1))]
+basis += [(2, mp.mpf('0.1') * mp.mpf('1.5')**j) for j in range(39)]
+size = len(basis)
+
+
+def radial(power, decay):
+    """Integral of r^power exp(-decay r) from zero to infinity."""
+    return mp.factorial(power) / decay**(power + 1)
+
+
 overlap, ham, source = mp.matrix(size), mp.matrix(size), mp.matrix(size, 1)
-norm = [mp.sqrt((2*b)**5 / 24) for b in beta]
-for i, a in enumerate(beta):
-    source[i] = norm[i] * 12 / (1 + a)**4
-    for j, b in enumerate(beta):
+norm = [1 / mp.sqrt(radial(2*p, 2*b)) for p, b in basis]
+for i, (p, a) in enumerate(basis):
+    source[i] = norm[i] * 2 * radial(p + 1, 1 + a)
+    for j, (q, b) in enumerate(basis):
         t = a + b
         c = norm[i] * norm[j]
-        overlap[i, j] = c * 24 / t**5
-        kinetic = (-4 / t**3 + 24 * a * b / t**5) / 2 + 2 / t**3
-        ham[i, j] = c * (kinetic - 6 / t**4)
+        overlap[i, j] = c * radial(p + q, t)
+        kinetic = (p * q * radial(p + q - 2, t)
+                   - (p * b + q * a) * radial(p + q - 1, t)
+                   + a * b * radial(p + q, t)) / 2
+        centrifugal = radial(p + q - 2, t)
+        ham[i, j] = c * (kinetic + centrifugal - radial(p + q - 1, t))
 inv_l = mp.inverse(mp.cholesky(overlap))
 levels, vectors = mp.eigsy(inv_l * ham * inv_l.T)
@@ -94,5 +107,5 @@
 basis_log = (np.sum(strength * e_basis**2 * np.log(e_basis))
              / np.sum(strength * e_basis**2))
-assert abs(basis_log - reference) < 1e-3
+assert abs(basis_log - reference) < 1e-3, (basis_log, reference)
 
 # High-energy tail: constant R, next term, and monotonic rise
```

After the repair:

```
Energies in Ry; S(k) in Ry^k; ln k0 dimensionless, k0 in Ry
k =  2: S = 16/3 = 5.333333, g = 2.666667
k =  1: S = 4/3 = 1.333333, g = 2.000000
k =  0: S = 1 = 1.000000, g = 2.500000
k = -1: S = 1 = 1.000000, g = 3.500000
k = -2: S = 9/8 = 1.125000, g = 5.062500
coefficients of S(2)..S(-2): 49/12, -12, 15, -28/3, 9/4
ln k0 from 2 sum rules and the pole: 2.25000
ln k0 from 3 sum rules and the pole: 2.46875
ln k0 from 4 sum rules and the pole: 2.55208
ln k0 from 5 sum rules and the pole: 2.62044
five-sum estimate as a fraction: 4025/1536
last change on adding a sum rule: 0.06836
tail constant R (Ry^(5/2)): 6.79061
quartic value at k = 5/2 (Ry^(5/2)): 3.84521
next tail coefficient relative to R (Ry^(1/2)): -3.1409
bound-state allowance in ln k0: 0.00575
lower bound on ln k0: 2.61469
upper bound on ln k0: 3.51809
midpoint and half-width: 3.0664 +- 0.4517
five-sum error from continuum: 0.36480
five-sum error from bound states: -0.001118
six-datum error from continuum: -0.53393
six-datum error from bound states: -0.0000284
log variant, five sums: 2.75479
log variant, five sums and R: 3.07050
log midpoint and half-spread: 2.9126 +- 0.1579
reference ln k0, spectral sum: 2.98412856
reference ln k0, basis diagonalization: 2.984103
true error of five-sum estimate: 0.36369
true error of midpoint: -0.08226
true error of log midpoint: 0.07148
ln k0 from ten sums and the pole: 2.76681
true error with ten sums: 0.21732
reference k0 (Ry): 19.7693
k0 range from the bounds (Ry): 13.66 to 33.72
checks complete
```
